# Momentum Conservation in Ehrenfest Dynamics with Truncated Adiabatic States: a program that tests the result

```python
"""
Momentum conservation of Ehrenfest dynamics in a truncated adiabatic basis.

Result under test: with bare derivative couplings d_A the Berry force is needed
and conserves sum(M_A v_A) + <p>; with translation-corrected couplings
d_A - (M_A/M) D, D = sum_A d_A = -i p, sum(M_A v_A) is conserved with or without
the Berry force. Without it, the bare two-state model violates total momentum
at the rate (1/2) (d ln omega/dt) <p>.

Model (atomic units, hbar = electron mass = 1): three nuclei R_A on a line;
one electron r with H = p^2/2 + omega(R)^2 (r - sum_A w_A R_A)^2 / 2;
springs W(R) between neighbouring nuclei; N lowest oscillator states retained.
G_A = d ln(omega)/dR_A.  c = electronic amplitudes.  v_A = nuclear velocities.
"""
import numpy as np
from scipy.constants import physical_constants, hbar
from scipy.integrate import solve_ivp, simpson
from scipy.linalg import eigh, expm

MASS = np.array([20.0, 30.0, 50.0])
FRACTION = MASS / MASS.sum()
WEIGHT = np.array([0.5, 0.3, 0.2])
CORRECTED = WEIGHT - FRACTION
BETA, GAMMA, OMEGA0, LENGTH, KAPPA = 0.4, 0.2, 0.5, 2.0, 0.5
G = np.array([BETA, GAMMA - BETA, -GAMMA])
R_START = np.array([0.0, 2.0, 4.0])
V_START = np.array([0.08, -0.02, 0.06])
TIMES = np.linspace(0.0, 100.0, 1001)


def frequency(R):
    return OMEGA0 * np.exp(-BETA * (R[1] - R[0] - LENGTH)
                           - GAMMA * (R[2] - R[1] - LENGTH))


def spring_energy(R):
    return 0.5 * KAPPA * ((R[1] - R[0] - LENGTH)**2 + (R[2] - R[1] - LENGTH)**2)


def spring_gradient(R):
    s, u = R[1] - R[0] - LENGTH, R[2] - R[1] - LENGTH
    return KAPPA * np.array([-s, s - u, u])


LADDER = {}


def ladder(N):
    if N not in LADDER:
        a = np.diag(np.sqrt(np.arange(1.0, N)), 1)
        LADDER[N] = (a - a.T, (a @ a - a.T @ a.T) / 4)
    return LADDER[N]


def total_coupling(R, N):
    return -np.sqrt(frequency(R) / 2) * ladder(N)[0]


def couplings(R, w, N):
    return (w[:, None, None] * total_coupling(R, N)
            + G[:, None, None] * ladder(N)[1])


def commutators(d):
    product = np.einsum('ajk,bkl->abjl', d, d)
    return product - product.transpose(1, 0, 2, 3)


def curvature(R, w, N):
    curl = 0.5 * (np.outer(G, w) - np.outer(w, G))
    return (curl[:, :, None, None] * total_coupling(R, N)
            + commutators(couplings(R, w, N)))


def berry_force(R, v, c, w):
    F = curvature(R, w, len(c))
    return np.real(1j * np.einsum('b,j,abjk,k->a', v, c.conj(), F, c))


def equations(t, y, w_wave, w_force, berry):
    R, v, c = y[:3].real, y[3:6].real, y[6:]
    N = len(c)
    levels = frequency(R) * (np.arange(N) + 0.5)
    d_wave = np.tensordot(v, couplings(R, w_wave, N), axes=1)
    c_dot = -1j * levels * c - d_wave @ c
    mixing = 2 * np.real((couplings(R, w_force, N) @ (levels * c)) @ c.conj())
    force = -spring_gradient(R) - G * np.sum(abs(c)**2 * levels) - mixing
    if berry:
        force = force + berry_force(R, v, c, w_force)
    return np.concatenate([v, force / MASS, c_dot])


def run(w_wave, w_force, berry, N=2, boost=0.0, c_start=None):
    if c_start is None:
        c_start = np.zeros(N, complex)
        c_start[:2] = np.sqrt(0.5)
    y0 = np.concatenate([R_START, V_START + boost, c_start]).astype(complex)
    sol = solve_ivp(equations, (0, TIMES[-1]), y0, method='DOP853',
                    t_eval=TIMES, rtol=1e-10, atol=1e-12,
                    args=(w_wave, w_force, berry))
    assert sol.success
    R, v, c = sol.y[:3].real, sol.y[3:6].real, sol.y[6:]
    omega = frequency(R)
    Dc = -np.sqrt(omega / 2) * (ladder(N)[0] @ c)
    levels = omega * (np.arange(N)[:, None] + 0.5)
    electron = np.real(1j * np.sum(c.conj() * Dc, axis=0))
    nuclear = MASS @ v
    energy = (0.5 * MASS @ v**2 + spring_energy(R)
              + np.sum(abs(c)**2 * levels, axis=0))
    return dict(R=R, v=v, c=c, omega=omega, electron=electron, nuclear=nuclear,
                total=nuclear + electron, energy=energy, levels=levels)


def drift(x):
    return np.max(abs(x - x[0]))


# --- Couplings and curvature from numerically diagonalized electron states ---
grid = np.linspace(-9.0, 12.0, 141)
dx = grid[1] - grid[0]
offset = np.subtract.outer(np.arange(141), np.arange(141))
safe = np.where(offset == 0, 1, offset)
sign = np.where(offset % 2 == 0, 1.0, -1.0)
kinetic = np.where(offset == 0, np.pi**2 / 6, sign / safe**2) / dx**2
gradient = np.where(offset == 0, 0.0, sign / safe) / dx


def grid_hamiltonian(R):
    return kinetic + np.diag(0.5 * frequency(R)**2 * (grid - WEIGHT @ R)**2)


def grid_states(R):
    phi = eigh(grid_hamiltonian(R), subset_by_index=(0, 1))[1]
    phi[:, 0] *= np.sign(phi[:, 0].sum())
    phi[:, 1] *= np.sign(phi[:, 1] @ (grid - WEIGHT @ R))
    return phi


step = 1e-3
shifts = np.eye(3) * step
phi = grid_states(R_START)
dphi = np.array([(grid_states(R_START + e) - grid_states(R_START - e))
                 / (2 * step) for e in shifts])
d_grid = np.einsum('rj,ark->ajk', phi, dphi)
d_model = couplings(R_START, WEIGHT, 2)
assert np.allclose(d_grid, d_model, atol=1e-5)
assert np.allclose(d_grid.sum(axis=0), -phi.T @ gradient @ phi, atol=1e-5)
outside = dphi - np.einsum('rj,ajk->ark', phi, d_grid)
half = np.einsum('arj,brk->abjk', dphi, outside)
F_grid = half - half.transpose(1, 0, 2, 3)
F_model = curvature(R_START, WEIGHT, 2)
assert np.allclose(F_grid, F_model, atol=1e-5)
assert abs(F_model[0, 1, 0, 1]) > 1e-2


# --- Gauge covariance requires the commutator ---
def phase_matrix(R):
    return np.diag([1.0, np.exp(0.7j * (R[1] - R[0]))])


def gauged_couplings(R):
    U = phase_matrix(R)
    d = U.conj().T @ couplings(R, WEIGHT, 2) @ U
    d[:, 1, 1] += 1j * np.array([-0.7, 0.7, 0.0])
    return d


jac = np.array([(gauged_couplings(R_START + e) - gauged_couplings(R_START - e))
                / (2 * step) for e in shifts])
curl_only = jac - jac.transpose(1, 0, 2, 3)
U0 = phase_matrix(R_START)
F_expected = U0.conj().T @ F_model @ U0
F_gauged = curl_only + commutators(gauged_couplings(R_START))
assert np.allclose(F_gauged, F_expected, atol=1e-6)
gauge_error = np.max(abs(curl_only - F_expected))
assert gauge_error > 1e-2

# --- Boosted electron states produce the corrected couplings ---
acceleration = np.array([0.03, -0.01, 0.02])
V_cm, A_cm = FRACTION @ V_START, FRACTION @ acceleration


def boosted_states(t):
    R = R_START + V_START * t + 0.5 * acceleration * t**2
    phase = np.exp(1j * (V_cm + A_cm * t) * (grid - FRACTION @ R))
    return phase[:, None] * grid_states(R)


boosted = boosted_states(0.0)
rate = (boosted_states(step) - boosted_states(-step)) / (2 * step)
action_grid = boosted.conj().T @ (1j * rate - grid_hamiltonian(R_START) @ boosted)
omega = frequency(R_START)
position = ((WEIGHT - FRACTION) @ R_START * np.eye(2)
            + np.array([[0, 1], [1, 0]]) / np.sqrt(2 * omega))
action_model = (-np.diag(omega * np.array([0.5, 1.5])) + 0.5 * V_cm**2 * np.eye(2)
                + 1j * np.tensordot(V_START, couplings(R_START, CORRECTED, 2), 1)
                - A_cm * position)
assert np.allclose(action_grid, action_model, atol=1e-5)


# --- Equations of motion checked against the action ---
def canonical(y, w):
    c = y[6:]
    d = couplings(y[:3].real, w, 2)
    return MASS * y[3:6].real + np.real(1j * ((d @ c) @ c.conj()))


def action_residual(y, w, berry):
    h, c, v = 1e-4, y[6:], y[3:6].real
    y_dot = equations(0.0, y, w, w, berry)
    left = (canonical(y + h * y_dot, w) - canonical(y - h * y_dot, w)) / (2 * h)

    def lagrangian(R):
        d = np.tensordot(v, couplings(R, w, 2), axes=1)
        levels = frequency(R) * np.array([0.5, 1.5])
        return (np.real(1j * c.conj() @ d @ c) - spring_energy(R)
                - abs(c)**2 @ levels)
    right = np.array([(lagrangian(y[:3].real + h * e) - lagrangian(y[:3].real - h * e))
                      / (2 * h) for e in np.eye(3)])
    return np.max(abs(left - right))


c_point = np.array([0.6, 0.8j])
y_point = np.concatenate([R_START, V_START, c_point]).astype(complex)
for w in (WEIGHT, CORRECTED):
    assert action_residual(y_point, w, True) < 1e-7
    assert action_residual(y_point, w, False) > 1e-5

# --- Violation rate at one configuration ---
p_matrix = -1j * phi.T @ gradient @ phi
p_point = np.real(c_point.conj() @ p_matrix @ c_point)
log_rate = G @ V_START
rate_formula = 0.5 * log_rate * p_point


def total_momentum(y):
    c = y[6:]
    D = total_coupling(y[:3].real, 2)
    return MASS @ y[3:6].real + np.real(1j * c.conj() @ D @ c)


y_dot = equations(0.0, y_point, WEIGHT, WEIGHT, False)
rate_direct = (total_momentum(y_point + 1e-4 * y_dot)
               - total_momentum(y_point - 1e-4 * y_dot)) / 2e-4
assert abs(rate_direct - rate_formula) < 1e-7
berry_bare = berry_force(R_START, V_START, c_point, WEIGHT)
berry_corr = berry_force(R_START, V_START, c_point, CORRECTED)
assert abs(berry_bare.sum() + rate_direct) < 1e-7
assert abs(berry_corr.sum()) < 1e-12 and np.max(abs(berry_corr)) > 1e-4

# --- Propagations ---
runs = {
    'bare': run(WEIGHT, WEIGHT, False),
    'bare+Berry': run(WEIGHT, WEIGHT, True),
    'corrected': run(CORRECTED, CORRECTED, False),
    'corrected+Berry': run(CORRECTED, CORRECTED, True),
    'mixed': run(WEIGHT, CORRECTED, False)}
assert drift(runs['bare']['total']) > 1e-3
assert drift(runs['bare']['nuclear']) > 1e-3
assert drift(runs['bare+Berry']['total']) < 1e-6
assert drift(runs['bare+Berry']['nuclear']) > 1e-3
for name in ('corrected', 'corrected+Berry', 'mixed'):
    assert drift(runs[name]['nuclear']) < 1e-6
for name in ('bare', 'bare+Berry', 'corrected', 'corrected+Berry'):
    assert drift(runs[name]['energy']) < 1e-6
assert drift(runs['mixed']['energy']) > 1e-4

bare = runs['bare']
k = int(np.argmax(abs(bare['total'] - bare['total'][0])))
k -= k % 2
integrand = 0.5 * (G @ bare['v']) * bare['electron']
violation_integral = simpson(integrand[:k + 1], x=TIMES[:k + 1])
violation_direct = bare['total'][k] - bare['total'][0]
assert abs(violation_integral - violation_direct) < 1e-6

mixed = runs['mixed']
Dc_E = -np.sqrt(mixed['omega'] / 2) * (ladder(2)[0] @ (mixed['levels'] * mixed['c']))
power = (FRACTION @ mixed['v']) * 2 * np.real(np.sum(mixed['c'].conj() * Dc_E, axis=0))
k_mix = int(np.argmax(abs(mixed['energy'] - mixed['energy'][0])))
k_mix -= k_mix % 2
energy_integral = simpson(power[:k_mix + 1], x=TIMES[:k_mix + 1])
energy_direct = mixed['energy'][k_mix] - mixed['energy'][0]
assert abs(energy_integral - energy_direct) < 1e-6


def distance_change(first, second):
    return np.max(abs(np.diff(first['R'], axis=0) - np.diff(second['R'], axis=0)))


berry_effect = distance_change(runs['corrected'], runs['corrected+Berry'])
assert berry_effect > 1e-5

# --- Enlarging the basis removes the violation without any Berry force ---
basis_drift = {N: drift(run(WEIGHT, WEIGHT, False, N)['total'])
               for N in (2, 4, 8, 16)}
assert basis_drift[16] < 1e-6

# --- Galilean invariance ---
BOOST = 0.2
boost_bare = distance_change(runs['bare+Berry'], run(WEIGHT, WEIGHT, True, boost=BOOST))
boost_corr = distance_change(runs['corrected+Berry'],
                             run(CORRECTED, CORRECTED, True, boost=BOOST))
N_big = 24
a = np.diag(np.sqrt(np.arange(1.0, N_big)), 1)
x_big = (a + a.T) / np.sqrt(2 * omega)
c_big = np.zeros(N_big, complex)
c_big[:2] = np.sqrt(0.5)
boost_big = distance_change(
    run(WEIGHT, WEIGHT, False, N_big),
    run(WEIGHT, WEIGHT, False, N_big, BOOST, expm(1j * BOOST * x_big) @ c_big))
assert boost_corr < 1e-6 and boost_big < 1e-6 and boost_bare > 1e-4

# --- Electron momentum carried by a uniformly moving two-state system ---
moving = np.diag(omega * np.array([0.5, 1.5])) - BOOST * p_matrix
c_low = np.linalg.eigh(moving)[1][:, 0]
carried = np.real(c_low.conj() @ p_matrix @ c_low)
assert abs(carried - BOOST / np.sqrt(1 + 2 * BOOST**2 / omega)) < 1e-8

# --- Output ---
si_momentum = hbar / physical_constants['Bohr radius'][0]
fs = physical_constants['atomic unit of time'][0] * 1e15
print('All values in atomic units unless another unit is shown')
print('nuclear masses (electron masses):', MASS)
print('well-centre weights w_A:', WEIGHT, ' mass fractions:', FRACTION)
print('corrected weights w_A - M_A/M:', np.round(CORRECTED, 6))
print(f'omega0 = {OMEGA0} hartree, beta = {BETA}, gamma = {GAMMA} 1/bohr')
print(f'rest distance = {LENGTH} bohr, spring constant = {KAPPA} hartree/bohr^2')
print('initial positions (bohr):', R_START)
print('initial velocities (a.u.):', V_START)
print('g_A = d ln omega/dR_A (1/bohr):', np.round(G, 6))
print('POINT: amplitudes c0, c1 =', c_point)
print(f'omega = {omega:.6f} hartree, D_01 = {d_grid.sum(axis=0)[0, 1]:.6f} 1/bohr')
print('bare d_A,01 (1/bohr):', np.round(d_grid[:, 0, 1], 6))
print('bare F_12, F_13, F_23, element 01 (1/bohr^2):',
      np.round([F_grid[0, 1, 0, 1], F_grid[0, 2, 0, 1], F_grid[1, 2, 0, 1]], 6))
print(f'<p> = {p_point:.6f} a.u., d ln omega/dt = {log_rate:.6f} a.u.')
print(f'momentum violation rate, bare without Berry = {rate_direct:.6f} hartree/bohr')
print('Berry forces, bare (hartree/bohr):', np.round(berry_bare, 6))
print(f'their sum = {berry_bare.sum():.6f} hartree/bohr')
print('Berry forces, corrected (hartree/bohr):', np.round(berry_corr, 6))
print(f'their sum = {berry_corr.sum():.1e} hartree/bohr')
print(f'curvature error if commutator omitted in phased gauge = {gauge_error:.4f} 1/bohr^2')
print(f'RUNS: duration = {TIMES[-1]:.1f} a.u. = {TIMES[-1] * fs:.4f} fs; c0 = c1 = 1/sqrt(2)')
print(f'initial total momentum = {bare["total"][0]:.6f} a.u.')
print(f'omega range, bare+Berry = {runs["bare+Berry"]["omega"].min():.4f} to '
      f'{runs["bare+Berry"]["omega"].max():.4f} hartree')
print(f'largest |<p>|, bare+Berry = {np.max(abs(runs["bare+Berry"]["electron"])):.4f} a.u.')
print('largest changes: nuclear momentum, nuclear + <p> (a.u.), energy (hartree)')
for name, data in runs.items():
    print(f'  {name:16s} {drift(data["nuclear"]):.3e}  {drift(data["total"]):.3e}'
          f'  {drift(data["energy"]):.3e}')
print(f'bare violation at t = {TIMES[k]:.1f} a.u.: direct = {violation_direct:.6f} a.u.')
print(f'  from time integral of rate law = {violation_integral:.6f} a.u.')
print(f'  direct value in SI = {violation_direct * si_momentum:.4e} kg m/s')
print(f'mixed energy change at t = {TIMES[k_mix]:.1f} a.u.: {energy_direct:.6f} hartree')
print(f'  from time integral of power law = {energy_integral:.6f} hartree')
print(f'distance change due to Berry force, corrected = {berry_effect:.3e} bohr')
print('bare without Berry: largest total-momentum change against basis size')
for N, value in basis_drift.items():
    print(f'  {N:2d} states: {value:.3e} a.u.')
print(f'BOOST by {BOOST} a.u.: largest change of internuclear distances')
print(f'  bare+Berry, 2 states = {boost_bare:.3e} bohr')
print(f'  corrected+Berry, 2 states = {boost_corr:.3e} bohr')
print(f'  bare, {N_big} states, electron boosted too = {boost_big:.3e} bohr')
print(f'uniform motion: two-state <p> = {carried:.6f} a.u., full m V = {BOOST:.6f} a.u.')
print('all assertions hold')
```

Printed output:

```
All values in atomic units unless another unit is shown
nuclear masses (electron masses): [20. 30. 50.]
well-centre weights w_A: [0.5 0.3 0.2]  mass fractions: [0.2 0.3 0.5]
corrected weights w_A - M_A/M: [ 0.3  0.  -0.3]
omega0 = 0.5 hartree, beta = 0.4, gamma = 0.2 1/bohr
rest distance = 2.0 bohr, spring constant = 0.5 hartree/bohr^2
initial positions (bohr): [0. 2. 4.]
initial velocities (a.u.): [ 0.08 -0.02  0.06]
g_A = d ln omega/dR_A (1/bohr): [ 0.4 -0.2 -0.2]
POINT: amplitudes c0, c1 = [0.6+0.j  0. +0.8j]
omega = 0.500000 hartree, D_01 = -0.500000 1/bohr
bare d_A,01 (1/bohr): [-0.25 -0.15 -0.1 ]
bare F_12, F_13, F_23, element 01 (1/bohr^2): [-0.055 -0.045 -0.005]
<p> = 0.480000 a.u., d ln omega/dt = 0.024000 a.u.
momentum violation rate, bare without Berry = 0.005760 hartree/bohr
Berry forces, bare (hartree/bohr): [ 0.001536 -0.003936 -0.00336 ]
their sum = -0.005760 hartree/bohr
Berry forces, corrected (hartree/bohr): [-0.001152 -0.000288  0.00144 ]
their sum = 0.0e+00 hartree/bohr
curvature error if commutator omitted in phased gauge = 0.2800 1/bohr^2
RUNS: duration = 100.0 a.u. = 2.4189 fs; c0 = c1 = 1/sqrt(2)
initial total momentum = 4.000000 a.u.
omega range, bare+Berry = 0.3260 to 0.5285 hartree
largest |<p>|, bare+Berry = 0.5105 a.u.
largest changes: nuclear momentum, nuclear + <p> (a.u.), energy (hartree)
  bare             5.830e-01  8.396e-02  4.243e-10
  bare+Berry       5.105e-01  7.351e-11  4.199e-10
  corrected        2.665e-15  5.131e-01  4.053e-10
  corrected+Berry  3.109e-15  5.129e-01  4.054e-10
  mixed            5.329e-15  5.107e-01  2.332e-02
bare violation at t = 82.0 a.u.: direct = -0.083962 a.u.
  from time integral of rate law = -0.083962 a.u.
  direct value in SI = -1.6732e-25 kg m/s
mixed energy change at t = 85.0 a.u.: 0.023289 hartree
  from time integral of power law = 0.023289 hartree
distance change due to Berry force, corrected = 4.133e-03 bohr
bare without Berry: largest total-momentum change against basis size
   2 states: 8.396e-02 a.u.
   4 states: 5.454e-03 a.u.
   8 states: 5.396e-07 a.u.
  16 states: 3.086e-12 a.u.
BOOST by 0.2 a.u.: largest change of internuclear distances
  bare+Berry, 2 states = 7.553e-02 bohr
  corrected+Berry, 2 states = 8.420e-11 bohr
  bare, 24 states, electron boosted too = 1.944e-12 bohr
uniform motion: two-state <p> = 0.185695 a.u., full m V = 0.200000 a.u.
all assertions hold
```
